\section*{Wavevector folding and image weights in Wannier interpolation of electron-phonon elements, part 3}

Bands and electron-phonon elements (Hartree units) are interpolated from an $N\times N$ grid of $\mathbf k$ and $\mathbf q$, using Wannier functions centred at $\mathbf R+\boldsymbol\tau_n$:
\begin{equation}
\partial_{\mathbf q\kappa\alpha}V=\sum_{\mathbf R}e^{i\mathbf q\cdot\mathbf R}\frac{\partial V}{\partial\tau_{\kappa\mathbf R\alpha}},
\qquad
g_{mn\kappa\alpha}(\mathbf k,\mathbf q)=\int_{\rm cell}\psi^*_{m,\mathbf k+\mathbf q}\,\partial_{\mathbf q\kappa\alpha}V\,\psi_{n\mathbf k}\,d^2r .
\label{eq:gdef}
\end{equation}
\begin{equation}
\psi^W_{n\mathbf k}=\sum_m\psi_{m\mathbf k}(U_{\mathbf k})_{mn},\qquad
w_{n\mathbf R}=\frac1{N^2}\sum_{\mathbf k}e^{-i\mathbf k\cdot\mathbf R}\psi^W_{n\mathbf k},\qquad
\psi^W_{n\mathbf k}=\sum_{\mathbf R\in\text{classes}}e^{i\mathbf k\cdot\mathbf R}w_{n\mathbf R}.
\label{eq:wan}
\end{equation}
The gauge $U_{\mathbf k}$ is built from the overlaps $M$ of the bands with trial orbitals. Folding writes $\mathbf k+\mathbf q=\mathbf k'+\mathbf G_0$, with $\mathbf k'$ on the grid, sets $\psi_{m,\mathbf k+\mathbf q}=\psi_{m\mathbf k'}$ and relabels plane waves $\mathbf G'\to\mathbf G'-\mathbf G_0$. Without this shift,
\begin{equation}
g^{\rm unshifted}_{mn}=\langle\psi_{m\mathbf k'}|\,e^{-i\mathbf G_0\cdot\mathbf r}\,\partial_{\mathbf q}V\,|\psi_{n\mathbf k}\rangle .
\label{eq:noshift}
\end{equation}

Lattice vectors differing by a supercell vector are images and form a class; the grid gives only the sum over each class, $\tilde H_{mn}(\mathbf R)$ (aliasing). Interpolation uses $H_{mn}(\mathbf k)=\sum_{\mathbf R}\omega_{mn}(\mathbf R)e^{i\mathbf k\cdot\mathbf R}\tilde H_{mn}(\mathbf R)$. Scheme P shares unit weight equally among the images with smallest $|\mathbf R+\boldsymbol\tau_n-\boldsymbol\tau_m|$ (two for a face class), O does so by $|\mathbf R|$, F keeps one P image and U all, each with weight 1. In P, $\omega_{nm}(-\mathbf R)=\omega_{mn}(\mathbf R)$. For an operation $\hat O$, $\mathbf r\to S\mathbf r+\mathbf f$, with $S\boldsymbol\tau_n+\mathbf f=\boldsymbol\tau_{n'}+\mathbf L_n$, P gives
\begin{equation}
H_{m'n'}(S\mathbf k)=\sum_{\mathbf R}\omega_{mn}(\mathbf R)\tilde H_{mn}(\mathbf R)e^{iS\mathbf k\cdot(S\mathbf R+\mathbf L_n-\mathbf L_m)}
=e^{-iS\mathbf k\cdot\mathbf L_m}H_{mn}(\mathbf k)\,e^{iS\mathbf k\cdot\mathbf L_n}.
\label{eq:cov}
\end{equation}

The example is a honeycomb of Gaussian wells $-V_0e^{-r^2/2\sigma^2}$ with $V_0=3$ Ha, $\sigma=1$ bohr, $a=5$ bohr, $E_{\rm cut}=25$ Ha, $N=4$, $\mathbf a_1=a(1,0)$, $\mathbf a_2=a(\tfrac12,\tfrac{\sqrt3}2)$, $\boldsymbol\tau_A=(\mathbf a_1+\mathbf a_2)/3$, $\boldsymbol\tau_B=2\boldsymbol\tau_A$. At $\mathbf K=(4\pi/3a,0)$, with $\zeta=e^{2\pi i/3}$, $H_{AB}=0$ in P, but $H^O_{AB}(\mathbf K)=-0.00181$ Ha, a splitting of $3.617\times10^{-3}$ Ha; $H_{AA}=H_{BB}$ in both. Of the twelve point operations O keeps the identity, inversion and the mirrors along and across the home-cell AB bond. Also $F_g=\sum_{mn\kappa\alpha}|g_{mn\kappa\alpha}|^2$ and, in reduced coordinates, $\mathbf k_0=(0.31,0.17)$.

\subsection{The cone moves and stays gapless}

With $H_{AA}=H_{BB}$, a degeneracy needs only ${\rm Re}\,H_{AB}={\rm Im}\,H_{AB}=0$, two equations in two unknowns. To first order in $\boldsymbol\delta=\mathbf k-\mathbf K$, $H^P_{AB}=\alpha\delta_++\beta\delta_-$ with $\delta_\pm=\delta_x\pm i\delta_y$. The rotation multiplies $\delta_\pm$ by $\zeta^{\pm1}$, and Eq.~(\ref{eq:cov}) multiplies $H_{AB}$ by $\zeta$ at this order, so $\beta=0$ and the velocity is $v=|\alpha|$. In O, to leading order in the boundary elements, $H_{AB}\approx H^O_{AB}(\mathbf K)+\alpha\delta_+$. The Jacobian $|\alpha|^2$ is nonzero, so there is one zero nearby, at
\begin{equation}
|\boldsymbol\delta|\approx\frac{|H^O_{AB}(\mathbf K)|}{v}=\frac{\text{splitting}}{2v}.
\end{equation}
The home bond points along $30^\circ$. The mirror across it reflects in the $120^\circ$ line, survives in O, takes $\mathbf K$ to an equivalent corner, exchanges A and B, and so maps zeros of $H_{AB}$ to zeros; the unique zero lies on the mirror line, perpendicular to the bond. The sense follows from the nearest-neighbour form $-t(1+e^{-i\mathbf k\cdot\mathbf a_1}+e^{-i\mathbf k\cdot\mathbf a_2})$, $t>0$. Its linear term at $\mathbf K$ is $it[\zeta\,\boldsymbol\delta\cdot\mathbf a_1+\zeta^2\boldsymbol\delta\cdot\mathbf a_2]$, whose $\delta_y$ coefficient $i\,ta\frac{\sqrt3}2\zeta^2$ equals $i\alpha$, so $\alpha=\frac{\sqrt3}2ta\,\zeta^2$. The condition $\alpha\delta_+=-H^O_{AB}(\mathbf K)>0$ gives $\delta_+\propto\zeta^{-2}=\zeta$, the direction $120^\circ$.

With the exact velocity $v=0.3483$ Ha\,bohr from the plane-wave bands, the estimate is $0.003617/(2\times0.3483)=0.00519$ bohr$^{-1}$. Newton iteration on $H^O_{AB}$ finds $\boldsymbol\delta=(-0.00263,0.00455)$ bohr$^{-1}$, of length $0.00525$, with the estimate about $1\%$ below it. The program tests that the gap vanishes there, that $\boldsymbol\delta$ is perpendicular to the bond, and that the estimate holds within a loose margin suited to a linear approximation. The eigenvectors depend on the phase of $H_{AB}$, which winds around $\mathbf K+\boldsymbol\delta$ instead of $\mathbf K$; within a distance of order $|\boldsymbol\delta|$ of $\mathbf K$ they can be wrong by an amount of order one, most of all between $\mathbf K$ and $\mathbf K+\boldsymbol\delta$, where the phase is reversed and the two bands trade eigenvectors. Band-resolved $g_{mn}$ built from them inherit the error. If A and B were inequivalent, $H_{AA}\ne H_{BB}$ and the argument for a gapless cone would not apply.

\subsection{Symmetry is not accuracy}

Scheme P places the Dirac point at $-1.8888$ Ha against the exact $-1.8901$ Ha, an error of $1.3\times10^{-3}$ Ha, the same order as the O splitting. P restores symmetry but leaves the aliasing. All these errors are sums of elements near or beyond the boundary of the supercell's Wigner-Seitz cell, which for an isolated group with nonsingular $M$ decay exponentially with distance. The O splitting is $3.6\times10^{-3}$, $6.7\times10^{-4}$, $1.4\times10^{-4}$ and $4.8\times10^{-5}$ Ha for $N=4,5,7,8$. The root-mean-square band error over 20 random points, relative to plane-wave bands, falls from $5.9\times10^{-4}$ (P) and $7.8\times10^{-4}$ Ha (O) at $N=4$ to $1.1\times10^{-5}$ and $1.2\times10^{-5}$ Ha at $N=8$. The program tests the fall from $N=4$ to $8$. At $N=8$ the two errors differ by only $6\%$, and which is smaller depends on the points sampled; what P guarantees is the symmetry, not a smaller average error.

\section{The electron-phonon element}

\subsection{Two lattice vectors}

Insert Eqs.~(\ref{eq:wan}) and (\ref{eq:gdef}) into $g^W=U^\dagger_{\mathbf k'}gU_{\mathbf k}$, writing the cell integral as $N^{-2}$ times the supercell integral and taking $\partial V/\partial\tau_{\kappa\mathbf R}$ summed over its supercell images:
\begin{align}
g^W_{mn}(\mathbf k,\mathbf q)&=\frac1{N^2}\sum_{\mathbf R_1\mathbf R_2\mathbf R_3}e^{-i(\mathbf k+\mathbf q)\cdot\mathbf R_1+i\mathbf k\cdot\mathbf R_2+i\mathbf q\cdot\mathbf R_3}\langle w_{m\mathbf R_1}|\partial_{\kappa\mathbf R_3\alpha}V|w_{n\mathbf R_2}\rangle\nonumber\\
&=\sum_{\mathbf R_e\mathbf R_p}e^{i\mathbf k\cdot\mathbf R_e+i\mathbf q\cdot\mathbf R_p}\,\tilde g_{mn\kappa\alpha}(\mathbf R_e,\mathbf R_p).
\end{align}
The second line sets $\mathbf R_e=\mathbf R_2-\mathbf R_1$ and $\mathbf R_p=\mathbf R_3-\mathbf R_1$; the free sum over $\mathbf R_1$ cancels $N^{-2}$, and $\tilde g=\langle w_{m\mathbf 0}|\partial_{\kappa\mathbf R_p\alpha}V|w_{n\mathbf R_e}\rangle$. The first line used $\psi^W_{\mathbf k+\mathbf q}=\psi^W_{\mathbf k'}$, which is the folding rule. Inverting, $\tilde g=N^{-4}\sum_{\mathbf k\mathbf q}e^{-i\mathbf k\cdot\mathbf R_e-i\mathbf q\cdot\mathbf R_p}g^W$. The program tests this against direct supercell integrals of the Wannier functions; for instance $\tilde g_{AB,Ax}(\mathbf 0,\mathbf 0)=-0.1578$ Ha/bohr. For atoms more than $8$ bohr from orbital $m$, the largest $|\tilde g|$ is $0.0037$ Ha/bohr with the shift and $0.064$ Ha/bohr without it, $17$ times larger. By Eq.~(\ref{eq:noshift}) the unshifted element jumps wherever $\mathbf G_0$ changes, and a function with jumps has slowly decaying Fourier coefficients.

The interpolation applies the same tables twice, both anchored on orbital $m$:
\begin{equation}
g_{mn\kappa\alpha}(\mathbf k,\mathbf q)=\sum_{\mathbf R_e\mathbf R_p}\omega_{mn}(\mathbf R_e)\,\omega_{m\kappa}(\mathbf R_p)\,e^{i\mathbf k\cdot\mathbf R_e+i\mathbf q\cdot\mathbf R_p}\,\tilde g_{mn\kappa\alpha}(\mathbf R_e,\mathbf R_p),
\label{eq:gint}
\end{equation}
where $\omega_{m\kappa}$ minimises $|\mathbf R_p+\boldsymbol\tau_\kappa-\boldsymbol\tau_m|$. Rotation with the eigenvectors of the interpolated $H(\mathbf k+\mathbf q)$ and $H(\mathbf k)$, and contraction with phonon eigenvectors, then give the band and mode elements.

\subsection{Spatial symmetry}

The operation turns a displacement $\mathbf u$ of atom $(\kappa,\mathbf R)$ into $S\mathbf u$ of atom $(\kappa',S\mathbf R+\mathbf L_\kappa)$, so $\hat O\,\partial_{\kappa\mathbf R\alpha}V\,\hat O^{-1}=\sum_\beta S_{\beta\alpha}\,\partial_{\kappa',S\mathbf R+\mathbf L_\kappa,\beta}V$. Translating the result back by $\mathbf L_m$ gives $\mathbf R_e'=S\mathbf R_e+\mathbf L_n-\mathbf L_m$ and $\mathbf R_p'=S\mathbf R_p+\mathbf L_\kappa-\mathbf L_m$. Both separations are rotated, both P weights are kept, and the steps of Eq.~(\ref{eq:cov}) give
\begin{equation}
\sum_\beta S_{\beta\alpha}\,g_{m'n'\kappa'\beta}(S\mathbf k,S\mathbf q)=e^{iS\mathbf k\cdot(\mathbf L_n-\mathbf L_m)+iS\mathbf q\cdot(\mathbf L_\kappa-\mathbf L_m)}\,g_{mn\kappa\alpha}(\mathbf k,\mathbf q).
\end{equation}
As $S$ is orthogonal, $F_g$ is invariant. At $\mathbf k_0$ and $\mathbf q_0=(0.23,-0.12)$ the spread of $F_g$ over the twelve operations vanishes to rounding in P and is $0.0266$ Ha$^2$/bohr$^2$ in O, $3.6\%$ of the exact value $0.7420$. At this one point O ($0.7467$) happens to lie closer to the exact value than P ($0.7512$), with errors of $0.6\%$ and $1.3\%$ of it. The exact $F_g$ is constant on the star, so some member has an O error of at least half the spread, $0.0133$, which exceeds the P error $0.0093$.

\subsection{The exchange relation}

Since $V$ is real, $(\partial_{\mathbf q}V)^*=\partial_{-\mathbf q}V$, and Eq.~(\ref{eq:gdef}) gives $g_{mn}(\mathbf k,\mathbf q)^*=g_{nm}(\mathbf k+\mathbf q,-\mathbf q)$: absorption and emission share one amplitude. In real space, conjugating and translating gives $\tilde g_{nm}(\mathbf R_1,\mathbf R_2)^*=\tilde g_{mn}(-\mathbf R_1,\mathbf R_2-\mathbf R_1)$. Evaluate the conjugate of Eq.~(\ref{eq:gint}) for the exchanged arguments and set $\mathbf R_e=-\mathbf R_1$, $\mathbf R_p=\mathbf R_2-\mathbf R_1$. The phase $-(\mathbf k+\mathbf q)\cdot\mathbf R_1+\mathbf q\cdot\mathbf R_2$ becomes $(\mathbf k+\mathbf q)\cdot\mathbf R_e+\mathbf q\cdot(\mathbf R_p-\mathbf R_e)=\mathbf k\cdot\mathbf R_e+\mathbf q\cdot\mathbf R_p$, and $\omega_{nm}(-\mathbf R_e)=\omega_{mn}(\mathbf R_e)$, so
\begin{equation}
g_{nm}(\mathbf k+\mathbf q,-\mathbf q)^*=\sum_{\mathbf R_e\mathbf R_p}\omega_{mn}(\mathbf R_e)\,\omega_{n\kappa}(\mathbf R_p-\mathbf R_e)\,e^{i\mathbf k\cdot\mathbf R_e+i\mathbf q\cdot\mathbf R_p}\,\tilde g_{mn\kappa\alpha}(\mathbf R_e,\mathbf R_p).
\end{equation}
This differs from Eq.~(\ref{eq:gint}) in the second weight, which picks the atom image nearest to orbital $n$ at $\mathbf R_e$ rather than to orbital $m$. Both weight sets sum to one per class of $\mathbf R_p$, and the images of a class share the phase $e^{i\mathbf q\cdot\mathbf R_p}$ when $\mathbf q$ is on the grid, so the relation then holds for any $\mathbf k$; for $\mathbf q$ off the grid it fails through terms in which the two orbitals prefer different images of the atom. In scheme P the violation is at rounding level at a grid pair and $2.1\times10^{-3}$ Ha/bohr at $(\mathbf k_0,\mathbf q_0)$, $1.3\%$ of $|\tilde g_{AB,Ax}(\mathbf 0,\mathbf 0)|$. The average of the two expressions obeys the relation by construction, and it stays exact on the grid and covariant because each term is.

\section{Conditions}

The covariance proofs use three assumptions: the grid is mapped onto itself, the Wannier set is mapped onto itself, and ties in distance are recognised as ties. A shifted or anisotropic grid can break the first, namely for those operations that do not map it onto itself. A gauge obtained by unconstrained localisation, or by disentangling overlapping bands, need not satisfy the second, and P then carries over whatever asymmetry $\tilde H$ has. Centres known only to finite precision turn an exact tie into a near tie; if the tolerance is smaller than the error in the centres, a face class of a pair with $m\ne n$ can lose an image, as in F; covariance is then lost, while Hermiticity survives because the weights still depend on $|\mathbf x|$ alone. An error $\epsilon$ in each centre moves $\mathbf x$ by up to $2\epsilon$ and can lengthen one tied distance while shortening the other, so a tie splits by up to $4\epsilon$. A tolerance above $4\epsilon$ is safe, provided it stays well below the smallest true difference of distances. In the model the centres are fixed by site symmetry and $10^{-8}$ bohr suffices.

With different grids for $\mathbf k$ and $\mathbf q$, folding needs every $\mathbf q$ to be a difference of two $\mathbf k$ points, and $\omega_{m\kappa}$ is built with the supercell of the $\mathbf q$ grid. A nonlocal pseudopotential adds terms that depend on $\mathbf k+\mathbf q+\mathbf G_1$ and $\mathbf k+\mathbf G_2$ separately; the relabelling applies unchanged, because $\mathbf k+\mathbf q+\mathbf G_1=\mathbf k'+\mathbf G'$. Finally, placing the aliased value on the nearest image presumes decay within the supercell. In a polar insulator the displaced ion produces a dipole potential that falls off as a power of $|\mathbf R_p|$; that part has to be subtracted before the transform and added back analytically, and the weights apply to the short-range remainder. Dynamical quadrupoles also give a power-law tail, occur in nonpolar insulators such as silicon, and call for the same treatment. The rigid Gaussian wells of the model produce neither tail, so the decay found here does not carry over to such materials.

\section*{Computed values}
\begin{verbatim}
a=5.0 bohr V0=3.0 Ha sigma=1.0 bohr trial width=1.0 bohr Ecut=25.0 Ha N=4
area=21.6506 bohr^2 bond=2.8868 bohr |b|=1.4510 1/bohr PW(Gamma)=85
Gamma bands 1-3: [-2.09688 -1.5141  -0.97697] Ha; min direct gap 2-3 (8x8) 0.5371 Ha
pairs with G0!=0: 156 of 256; folded vs fresh Wannier-gauge g: 3.9e-15 Ha/bohr
k=[3 2]/4 q=[2 3]/4 -> k'=[1 1]/4 G0=[1 1]
  quadrature: |g_11,Ax|=0.318410 Ha/bohr F_g=0.822743 Ha^2/bohr^2
  shift: |g_11,Ax|=0.318410 Ha/bohr F_g=0.822743 Ha^2/bohr^2
  no shift: |g_11,Ax|=0.298679 Ha/bohr F_g=1.287249 Ha^2/bohr^2
  wrong sign: |g_11,Ax|=0.136243 Ha/bohr F_g=0.655125 Ha^2/bohr^2
on-grid C3 deviation of F_g: shift 9.1e-15, no shift 0.62440 Ha^2/bohr^2
gt_AB,Ax(0,0)=-0.157805 Ha/bohr (matches supercell integral)
max|gt|, atom > 8 bohr from m: shift 0.00373, no shift 0.06416 Ha/bohr
pair AA: 19 vectors, with degeneracy 1,2,3: [13, 6, 0]
pair AB: 21 vectors, with degeneracy 1,2,3: [12, 6, 3]
Ht_AA(0)=-1.867635 Ht_AB(0)=-0.088712 Ht_AA(2,0)=0.000650 Ha
k0=(0.31,0.17) q0=(0.23,-0.12) reduced; scheme: grid error, non-Hermiticity(k0), split(K) in Ha
  P: 2.108e-15 1.369e-15 7.772e-15
  O: 2.108e-15 1.369e-15 3.617e-03
  F: 2.108e-15 1.485e-03 3.845e-03
  U: 3.617e-03 1.093e-15 9.326e-15
operations kept by O: 4 of 12; largest O deviation on star of k0 3.268e-04 Ha
home cell of B moved by -a1, change at k0: P 8.9e-16, O 1.089e-04 Ha
AB classes that differ: images P | images O | Ht (Ha) | contribution to H_AB(K) (Ha)
  [(0,-2)] | [(0,-2),(0,2)] | -0.001501 | -0.000000+0.001300j
  [(-3,1),(1,-3),(1,1)] | [(1,1)] | -0.000677 | -0.000677-0.000000j
  [(-2,0)] | [(-2,0),(2,0)] | -0.001501 | 0.000000-0.001300j
  [(-2,-1),(2,-1)] | [(2,-1)] | -0.000754 | -0.000566+0.000327j
  [(-1,-2),(-1,2)] | [(-1,2)] | -0.000754 | -0.000566-0.000327j
H_AB^O(K)=-0.001808+0.000000j Ha; split=0.003617 Ha = 98.41 meV
exact E(K)=-1.890067 Ha, P gives -1.888754 Ha; exact v=0.34827 Ha bohr
O cone shift=(-0.002625,0.004547) |dk|=0.005250, split/2v=0.005192 1/bohr; gap there 2.0e-15 Ha
N=4: split O 3.617e-03; rms band error (20 k) P 5.937e-04 O 7.830e-04 Ha
N=5: split O 6.712e-04; rms band error (20 k) P 1.787e-04 O 2.349e-04 Ha
N=7: split O 1.434e-04; rms band error (20 k) P 2.639e-05 O 3.015e-05 Ha
N=8: split O 4.839e-05; rms band error (20 k) P 1.099e-05 O 1.162e-05 Ha
F_g(k0,q0): exact 0.741968 P 0.751244 O 0.746650 Ha^2/bohr^2
spread of F_g over 12 operations: P 7.5e-15 O 2.664e-02 Ha^2/bohr^2
exchange relation violation, P: on grid 5.2e-16, at (k0,q0) 2.127e-03 Ha/bohr
\end{verbatim}
